# Chain Length, Miscibility and Dissolution of Polymer Resists in Organic Developers, part 1

(Sections cited here and not found follow in the second part.)

## First half: mixing free energy and complete miscibility

A resist film made of linear polymer chains is covered by an organic developer. Exposure may have cut the chains, so exposed and unexposed regions differ in chain length while the chemistry of a segment is nearly unchanged. The problem asks how far an equilibrium theory of mixing can account for the removal of short chains and the retention of long ones.

The model is a lattice whose sites each have the volume of one solvent molecule. A site holds either a solvent molecule or one chain segment. All chains have the same number $N$ of segments, so $N$ is the volume of a chain divided by that of a solvent molecule. It equals the number of monomers only if a monomer and a solvent molecule have equal volumes. There are $n_1$ solvent molecules and $n_2$ chains on

$$M=n_1+Nn_2$$

sites, and the polymer volume fraction is $\varphi=Nn_2/M$. Volumes are additive. Energies and free energies are in units of $kT$, and entropies in units of $k$.

### (a) The entropy of mixing

**Count the ways of placing the chains, assuming that vacant sites are spread uniformly. Find the entropy gained when liquid-like pure polymer and pure solvent are mixed.**

**Solution.** Place the chains one after another. When $j$ chains are already present, $M-Nj$ sites are vacant, and this is the number of choices for the first segment of the next chain. Each of the other $N-1$ segments must go next to its predecessor. Let $c$ be the number of directions open to it. In the mean-field approximation each of these neighbouring sites is vacant with probability $(M-Nj)/M$, where the sites just filled by the same chain are ignored. The number of placements of this chain is therefore

$$\nu_j=(M-Nj)\left[c\,\frac{M-Nj}{M}\right]^{N-1}=c^{N-1}\frac{(M-Nj)^N}{M^{N-1}} .$$

The chains are indistinguishable, so the total count is $\Omega=\prod_j\nu_j/n_2!$, with $j$ running from $0$ to $n_2-1$. The solvent fills the remaining sites in one way. Taking the logarithm,

$$\ln\Omega=\sum_{j=0}^{n_2-1}N\ln(M-Nj)-(N-1)n_2\ln M+(N-1)n_2\ln c-\ln n_2! .$$

For a large system the sum becomes an integral. With $u=M-Nj$, a unit step in $j$ changes $u$ by $N$, and $u$ runs from $M$ down to $n_1$:

$$\sum_j N\ln(M-Nj)\simeq\int_{n_1}^{M}\ln u\,du=M\ln M-M-n_1\ln n_1+n_1 .$$

The error is of order $N\ln M$, which is negligible beside $M$. Stirling's formula gives $\ln n_2!\simeq n_2\ln n_2-n_2$. Since $M-(N-1)n_2=n_1+n_2$ and $-M+n_1=-Nn_2$, the terms collect into

$$\ln\Omega=(n_1+n_2)\ln M-n_1\ln n_1-n_2\ln n_2-(N-1)n_2+(N-1)n_2\ln c ,$$

where $-Nn_2+n_2=-(N-1)n_2$ was used.

The pure polymer has $n_1=0$ and $M=Nn_2$, hence

$$\ln\Omega_{\rm p}=n_2\ln(Nn_2)-n_2\ln n_2-(N-1)n_2+(N-1)n_2\ln c .$$

The pure solvent has a single arrangement. In the difference the terms with $c$ and the term $-(N-1)n_2$ cancel:

$$\Delta S=n_1\ln\frac{M}{n_1}+n_2\ln\frac{M}{Nn_2}=-n_1\ln(1-\varphi)-n_2\ln\varphi .$$

Per site, with $n_1/M=1-\varphi$ and $n_2/M=\varphi/N$,

$$\frac{\Delta S}{M}=-(1-\varphi)\ln(1-\varphi)-\frac{\varphi}{N}\ln\varphi .$$

The factor $1/N$ is the source of all the chain-length effects below. Joining segments into a chain removes their independent placement, so the polymer contributes one translational term per chain and not one per segment.

An explicit sum of the logarithms of the placement counts for $N=50$ and $\varphi=0.3$ gives 0.25687 per site, and the formula gives 0.25690. This checks the passage from the count to the formula. It does not check the assumption of uniformly spread vacancies.

### (b) The free energy per site

**Add the energy of nearest-neighbour contacts, assuming that they are random.**

**Solution.** Let $z$ be the effective number of contacts of a site, and let $\epsilon_{11}$, $\epsilon_{22}$ and $\epsilon_{12}$ be the solvent-solvent, segment-segment and solvent-segment contact energies. There are $zM/2$ contacts. Random occupation gives the mixture the energy

$$\frac{zM}{2}\left[(1-\varphi)^2\epsilon_{11}+\varphi^2\epsilon_{22}+2\varphi(1-\varphi)\epsilon_{12}\right].$$

Before mixing, the energy was $(zM/2)[(1-\varphi)\epsilon_{11}+\varphi\epsilon_{22}]$. Both $(1-\varphi)^2-(1-\varphi)$ and $\varphi^2-\varphi$ equal $-\varphi(1-\varphi)$, so the change on mixing is

$$M\chi\varphi(1-\varphi),\qquad \chi=z\left[\epsilon_{12}-\tfrac12(\epsilon_{11}+\epsilon_{22})\right].$$

A positive $\chi$ means that unlike contacts are unfavourable. Subtracting the entropy of part (a) gives the free energy of mixing per site:

$$f(\varphi)=\frac{\varphi}{N}\ln\varphi+(1-\varphi)\ln(1-\varphi)+\chi\varphi(1-\varphi).$$

From here on $\chi$ is a given number, independent of $\varphi$ and $N$. It depends on the polymer, the solvent and the temperature. A change of solvent can also change $N$, because the solvent molecule sets the volume of a site.

### (c) When is every mixture stable?

**Find the largest $\chi$ at which polymer and solvent mix in all proportions, and the composition that first becomes unstable beyond it.**

**Solution.** Suppose that a mixture of composition $\varphi$ splits into two phases. A fraction $w$ of the sites has composition $\varphi_a$ and the rest has $\varphi_b$, with $w\varphi_a+(1-w)\varphi_b=\varphi$ because polymer is conserved. If the interface is neglected, the free energy per site after splitting is $wf(\varphi_a)+(1-w)f(\varphi_b)$. This is the height at $\varphi$ of the chord joining two points on the curve $f$. If $f$ is strictly convex, every chord lies above the curve and no split lowers the free energy. If $f''<0$ in some interval, a short chord there lies below the curve and splitting is favourable. Complete miscibility is thus equivalent to convexity of $f$ over the whole range $0<\varphi<1$.

Differentiating twice,

$$f'=\frac{\ln\varphi+1}{N}-\ln(1-\varphi)-1+\chi(1-2\varphi),$$

$$f''=\frac{1}{N\varphi}+\frac{1}{1-\varphi}-2\chi .$$

The least value of the first two terms is needed. For any numbers $a$ and $b$,

$$\frac{a^2}{\varphi}+\frac{b^2}{1-\varphi}-(a+b)^2=\frac{a^2(1-\varphi)+b^2\varphi-(a+b)^2\varphi(1-\varphi)}{\varphi(1-\varphi)} .$$

In the numerator, the terms in $a^2$ combine to $a^2(1-\varphi)^2$, those in $b^2$ to $b^2\varphi^2$, and the cross term is $-2ab\varphi(1-\varphi)$. The numerator is therefore the square $[a(1-\varphi)-b\varphi]^2$, which is never negative. Setting $a=1/\sqrt N$ and $b=1$ gives

$$f''\ge\left(1+\frac1{\sqrt N}\right)^2-2\chi ,$$

with equality where $(1-\varphi)/\sqrt N=\varphi$. The critical values are

$$\chi_c=\frac12\left(1+\frac1{\sqrt N}\right)^2,\qquad \varphi_c=\frac1{1+\sqrt N}.$$

For $\chi<\chi_c$ the curvature is positive everywhere. At $\chi=\chi_c$ it vanishes at the single point $\varphi_c$, which leaves $f$ strictly convex. For $\chi>\chi_c$ it is negative near $\varphi_c$. Polymer and solvent therefore mix in all proportions if and only if $\chi\le\chi_c$.

This is a statement about the whole curve, and it was tested by minimising the free energy over all splits on a grid, for $N=1$, 10, 100 and 1000. With $\chi$ lower than $\chi_c$ by 0.1 % no split was found. With $\chi$ higher by 0.1 % the mixture separated into two phases whose compositions enclosed $\varphi_c$.

### (d) The critical point and its dependence on chain length

**Examine how the two phases separate just above $\chi_c$. Then find which chains a solvent of given $\chi$ accepts in all proportions.**

**Solution.** The next derivatives are

$$f'''=-\frac1{N\varphi^2}+\frac1{(1-\varphi)^2},\qquad f''''=\frac2{N\varphi^3}+\frac2{(1-\varphi)^3}.$$

At $\varphi_c$ one has $1-\varphi_c=\sqrt N\varphi_c$, so $f'''=0$. With $1/\varphi_c=1+\sqrt N$,

$$f''''=2(1+\sqrt N)^3\left[\frac1N+\frac1{N^{3/2}}\right]=\frac{2(1+\sqrt N)^4}{N^{3/2}}>0 .$$

Let $\chi=\chi_c+\Delta$ with small positive $\Delta$, and let $x=\varphi-\varphi_c$. Terms linear in $x$ do not affect the choice between phases, because the mean composition is fixed. The remaining free energy, to fourth order, is $-\Delta x^2+f''''x^4/24$. It is even in $x$, so the common tangent touches its two minima. Setting the derivative $-2\Delta x+f''''x^3/6$ to zero gives

$$x^2=\frac{12\Delta}{f''''}=\frac{6\Delta N^{3/2}}{(1+\sqrt N)^4}.$$

The two phases start out identical and move apart as $\sqrt\Delta$. The expansion requires $|x|\ll\varphi_c$, which for long chains means $\Delta\ll1/(6\sqrt N)$. This window is narrow, so the coexisting compositions will be found below without the expansion.

Expanding the square gives

$$\chi_c=\frac12+\frac1{\sqrt N}+\frac1{2N}.$$

For $N=1$ the result is $\chi_c=2$ at $\varphi_c=1/2$, as for two small molecules of equal size. For infinite $N$ it tends to $\chi_c=1/2$ and $\varphi_c=0$. The computed values are:

| $N$ | $\chi_c$ | $\varphi_c$ |
|---|---|---|
| 50 | 0.6514 | 0.1239 |
| 100 | 0.6050 | 0.0909 |
| 200 | 0.5732 | 0.0660 |
| 500 | 0.5457 | 0.0428 |
| 1000 | 0.5321 | 0.0307 |

To find the longest chain that is miscible at a given $\chi$, set $\chi=\chi_c(N)$. Then $\sqrt{2\chi}=1+1/\sqrt N$, and

$$N^*=\frac1{(\sqrt{2\chi}-1)^2},\qquad \tfrac12<\chi\le2 .$$

Chains with $N\le N^*$ mix in all proportions, and longer chains have a composition range in which they separate. For $\chi\le1/2$ every length is completely miscible, since $\chi_c>1/2$ for finite $N$. For $\chi>2$ no length $N\ge1$ is. Chain length thus discriminates between full and partial miscibility in the window $1/2<\chi\le2$. For long chains the useful part of that window lies close to $1/2$.

### (e) The chemical potentials

**Find the free energy change on adding one solvent molecule, and on adding one whole chain.**

**Solution.** The extensive free energy is $F=Mf$. Since $M\varphi(1-\varphi)=n_1\varphi$,

$$F=n_1\ln(1-\varphi)+n_2\ln\varphi+\chi n_1\varphi .$$

Differentiating $\varphi=Nn_2/(n_1+Nn_2)$ gives

$$\frac{\partial\varphi}{\partial n_1}=-\frac{\varphi}{M},\qquad \frac{\partial\varphi}{\partial n_2}=\frac{N(1-\varphi)}{M}.$$

At fixed $n_1$ and $n_2$, the derivative of $F$ with respect to $\varphi$ is

$$-\frac{n_1}{1-\varphi}+\frac{n_2}{\varphi}+\chi n_1=M\left[-1+\frac1N+\chi(1-\varphi)\right].$$

For the solvent the explicit derivative is $\ln(1-\varphi)+\chi\varphi$. Adding the contribution through $\varphi$ gives

$$\mu_1=\ln(1-\varphi)+\chi\varphi+\left(1-\frac1N\right)\varphi-\chi\varphi(1-\varphi),$$

$$\mu_1=\ln(1-\varphi)+\left(1-\frac1N\right)\varphi+\chi\varphi^2 .$$

For a chain the explicit derivative is $\ln\varphi$, and

$$\mu_2=\ln\varphi-(N-1)(1-\varphi)+\chi N(1-\varphi)^2 .$$

Both are measured from the pure liquids: $\mu_1=0$ at $\varphi=0$, and $\mu_2=0$ at $\varphi=1$. Numerical differentiation of $F$ at $N=50$, $\varphi=0.3$ and $\chi=0.60$ confirms both expressions.

## Second half: coexistence and development

The symbols carried over are the number $N$ of solvent-sized segments in a chain, the polymer volume fraction $\varphi$ and the interaction parameter $\chi$. Mixing is complete for $\chi\le\chi_c=(1+1/\sqrt N)^2/2$, or equivalently, when $1/2<\chi\le2$, for $N\le N^*=1/(\sqrt{2\chi}-1)^2$. The critical composition is $\varphi_c=1/(1+\sqrt N)$. In units of $kT$, the chemical potentials of a solvent molecule and of a chain are

$$\mu_1=\ln(1-\varphi)+\left(1-\frac1N\right)\varphi+\chi\varphi^2,$$

$$\mu_2=\ln\varphi-(N-1)(1-\varphi)+\chi N(1-\varphi)^2 .$$

For $\chi>\chi_c$, the condition $f''=0$ becomes a quadratic equation in $\varphi$ after multiplication by $\varphi(1-\varphi)$. It has two roots, with negative curvature between them. The free energy curve is therefore convex, concave and convex again, and one common tangent joins the two convex parts. The points of contact are the dilute phase $\varphi'$ and the swollen phase $\varphi''$.

### (f) How much polymer does the liquid hold?

**Relate the compositions of the two phases through the equilibrium of whole chains.**

**Solution.** At equilibrium, moving a chain from one phase to the other costs no free energy, so $\mu_2(\varphi')=\mu_2(\varphi'')$. Solving for the difference of the logarithms,

$$\ln\frac{\varphi'}{\varphi''}=(N-1)\left[(1-\varphi')-(1-\varphi'')\right]-\chi N\left[(1-\varphi')^2-(1-\varphi'')^2\right].$$

The first bracket is $\varphi''-\varphi'$. The second is a difference of squares, equal to $(\varphi''-\varphi')(2-\varphi'-\varphi'')$. Taking out the common factor $-N(\varphi''-\varphi')$ gives

$$\ln\frac{\varphi'}{\varphi''}=-N(\varphi''-\varphi')\left[\chi(2-\varphi'-\varphi'')-1+\frac1N\right].$$

This holds without approximation within the model. The solvent condition $\mu_1(\varphi')=\mu_1(\varphi'')$ supplies the second equation for the two unknowns. The factor $N$ appears because a chain enters the liquid as a whole, and the unfavourable free energies of its segments add up. The ratio of the concentrations is the exponential of that total.

### (g) The solubility of long chains

**For fixed $\chi>1/2$ and large $N$, find the leading behaviour of $\varphi'$, including its prefactor.**

This part has established when polymer and solvent mix in all proportions, and how the compositions of the dilute and swollen phases are related when they do not. It remains to answer the question just posed about the solubility of long chains, and to apply the result to a film in a finite bath and to a chain-scission resist.
